# Exponential decay of matrix functions from Bernstein's theorem and graph distance

## Why a cutoff needs a bound

In a tight-binding model the one-electron density matrix is a function $f(H)$ of a sparse Hamiltonian $H$, but $f(H)$ is in general a full matrix. Linear-scaling methods discard its entries between distant sites. Without a bound on those entries, a cutoff that works for one hundred sites carries no guarantee for one hundred thousand: the discarded entries might decay slowly, or more slowly as the matrix grows. Slow decay does occur. In a half-filled metallic chain at zero temperature, entries fall only as the inverse distance, as shown below.

The bound derived here joins two facts. Low powers of a sparse matrix cannot connect distant sites, and an analytic function is approximated by low-degree polynomials with an exponentially small error.

## Assumptions and statement

Let $H$ be an $n\times n$ Hermitian matrix in an orthonormal basis. Draw an edge between sites $i\ne j$ when $H_{ij}\ne0$. The graph distance $d(i,j)$ is the smallest number of edges on a path from $i$ to $j$. It counts bonds, not lengths.

Let all eigenvalues lie in $[a,b]$, with centre $c=(a+b)/2$ and half-width $h=(b-a)/2>0$. For $\chi>1$ let $\mathcal E_\chi$ be the ellipse in the complex energy plane with foci $a,b$ and semi-axes $h(\chi\pm\chi^{-1})/2$. The sum of the semi-axes is $h\chi$. Suppose that $f$ is analytic inside $\mathcal E_\chi$ and that $|f|\le M$ there. Then

$$|f(H)_{ij}|\le K\chi^{-d(i,j)},\qquad K=\frac{2M\chi}{\chi-1}. \tag{1}$$

The size $n$ does not appear. The bound is therefore uniform over a family of matrices if the same $[a,b]$, $\chi$ and $M$ serve every member.

## Powers of a sparse matrix

Written out, a matrix power is

$$(H^k)_{ij}=\sum_{l_1,\ldots,l_{k-1}}H_{il_1}H_{l_1l_2}\cdots H_{l_{k-1}j}. \tag{2}$$

Each factor in a nonzero product either crosses an edge or, if it is diagonal, stays on a site. A nonzero product thus describes a walk from $i$ to $j$ over at most $k$ edges. No such walk exists if $k<d(i,j)$.

Define the scaled matrix $X=(H-c)/h$, whose eigenvalues lie in $[-1,1]$. The shift alters only diagonal entries, so $X$ has the same graph. For every polynomial $p_m$ of degree at most $m$,

$$p_m(X)_{ij}=0\quad\text{if } m<d(i,j). \tag{3}$$

## Bernstein's ellipse theorem

Set $F(x)=f(c+hx)$, so that $f(H)=F(X)$. Substitute $x=(w+w^{-1})/2$. For $w=re^{i\phi}$,

$$x=\tfrac12(r+r^{-1})\cos\phi+\tfrac i2(r-r^{-1})\sin\phi. \tag{4}$$

A circle of radius $r$ therefore maps to an ellipse with foci $\pm1$. The annulus $\chi^{-1}<|w|<\chi$ maps into the interior of the scaled ellipse $\mathcal E_\chi$. Hence $g(w)=F((w+w^{-1})/2)$ is analytic in the annulus and has a Laurent series $g(w)=\sum_k a_kw^k$. Since $g(w)=g(1/w)$, we have $a_k=a_{-k}$.

On the unit circle $x=\cos\phi$. Pairing the terms $k$ and $-k$, and using $T_k(\cos\phi)=\cos k\phi$ for the Chebyshev polynomials, gives

$$F(x)=a_0+\sum_{k=1}^{\infty}2a_kT_k(x),\qquad -1\le x\le1. \tag{5}$$

For $1<r<\chi$, Cauchy's formula bounds the coefficients:

$$|a_k|=\left|\frac1{2\pi i}\oint_{|w|=r}\frac{g(w)}{w^{k+1}}\,dw\right|
\le\frac{2\pi r}{2\pi}\frac{M}{r^{k+1}}=Mr^{-k}. \tag{6}$$

The left side does not depend on $r$, so we may let $r\to\chi$ and obtain $|a_k|\le M\chi^{-k}$.

Let $p_m$ be the series (5) cut off after $k=m$. Because $|T_k(x)|\le1$ on $[-1,1]$,

$$|F(x)-p_m(x)|\le2M\sum_{k=m+1}^{\infty}\chi^{-k}
=\frac{2M\chi^{-m-1}}{1-\chi^{-1}}=\frac{2M\chi^{-m}}{\chi-1}. \tag{7}$$

This is Bernstein's bound.

## Joining the two facts

A Hermitian matrix has an orthonormal eigenbasis. The spectral norm of a function of $X$ is therefore the largest modulus of that function on the eigenvalues, and (7) gives

$$\|f(H)-p_m(X)\|\le\frac{2M\chi^{-m}}{\chi-1}. \tag{8}$$

An entry of a matrix never exceeds its spectral norm in modulus, because $|e_i^\dagger Ae_j|\le\|A\|$ for unit vectors $e_i,e_j$.

Take $d=d(i,j)\ge1$ and choose $m=d-1$, the largest degree for which (3) makes the polynomial's entry vanish. Then

$$|f(H)_{ij}|=|[f(H)-p_{d-1}(X)]_{ij}|
\le\frac{2M\chi^{-(d-1)}}{\chi-1}=K\chi^{-d}. \tag{9}$$

The factor $\chi$ in $K$ comes from using degree $d-1$ rather than $d$. For $d=0$, $|f(H)_{ii}|\le M<K$. If no path joins $i$ and $j$, (3) holds for every $m$, and letting $m\to\infty$ in (8) gives $f(H)_{ij}=0$. This proves (1).

If $f$ is analytic in the whole plane, as $e^{-\beta E}$ is, every $\chi$ is allowed, and the entries decay faster than any fixed exponential. If every pair of sites is coupled, all distances are at most one, and (1) is true but gives no decay to exploit.

## When the bound is uniform in size

Sparsity alone does not fix the spectral interval. A sufficient condition follows from an eigenvector $v$ with $Hv=\lambda v$. Let $i$ be a site where $|v_i|$ is largest. Row $i$ of the eigenvalue equation reads $(\lambda-H_{ii})v_i=\sum_{j\ne i}H_{ij}v_j$. Dividing by $v_i$ and using $|v_j/v_i|\le1$ gives Gershgorin's bound,

$$|\lambda-H_{ii}|\le\sum_{j\ne i}|H_{ij}|. \tag{10}$$

If the diagonal entries and the off-diagonal row sums are bounded independently of $n$, one interval serves the whole family. This holds for a growing piece of material with bounded site energies, bounded hoppings and a bounded number of neighbours.

## The Fermi function

For $f(E)=[1+e^{(E-\mu)/k_BT}]^{-1}$ with real $\mu$, choose an angle $\pi/2\le\theta<\pi$ and fix the height of the ellipse by

$$\frac h2(\chi-\chi^{-1})=\theta k_BT,\qquad
\chi=\exp\!\left[\operatorname{arsinh}\frac{\theta k_BT}{h}\right]. \tag{11}$$

The second form follows because $(\chi-\chi^{-1})/2=\sinh(\ln\chi)$. Inside the ellipse write $(E-\mu)/k_BT=u+iv$, where $|v|<\theta$. Then

$$|1+e^{u+iv}|^2=1+2e^u\cos v+e^{2u}=(e^u+\cos v)^2+\sin^2v. \tag{12}$$

If $|v|\le\pi/2$, then $\cos v\ge0$ and the middle expression is at least $1\ge\sin^2\theta$. If $\pi/2<|v|<\theta$, the last expression is at least $\sin^2v>\sin^2\theta$, because the sine decreases from $\pi/2$ to $\pi$. The denominator has no zero, and $M=1/\sin\theta$ is allowed for every real $\mu$:

$$|f(H)_{ij}|\le\frac{2\chi}{(\chi-1)\sin\theta}\,\chi^{-d(i,j)}. \tag{13}$$

A larger $\theta$ gives a faster exponential. The prefactor is not monotonic: just above $\theta=\pi/2$ it decreases, because $\chi/(\chi-1)$ falls while $1/\sin\theta$ starts with zero slope, and it then rises and diverges as $\theta\to\pi$. The best $\theta$ depends on $d$. At low temperature, $\theta k_BT\ll h$, (11) gives $\ln\chi\approx\theta k_BT/h$. The guaranteed decay length, $h/(\theta k_BT)$ bonds, then grows as $1/T$.

## A disordered chain

Take an open chain with nearest-neighbour hopping $-t$ and site energies drawn uniformly from $[-0.5t,0.5t]$. Let $k_BT=0.25t$ and $\mu=0.3t$. This is a high electronic temperature, about 2900 K for $t=1$ eV. Each row has at most two hoppings, so (10) places every eigenvalue in $[-2.5t,2.5t]$ for every length, and $h=2.5t$.

With $\theta=0.9\pi$, $\theta k_BT/h=0.2827$. Equation (11) gives $\ln\chi=0.2791$ and $\chi=1.322$. Since $1/\sin\theta=3.236$,

$$K=\frac{2(3.236)(1.322)}{0.322}\approx26.6. \tag{14}$$

The actual entries follow from diagonalizing one disorder sample, in which longer chains extend shorter ones. The table gives the largest $|f(H)_{ij}|$ at each distance.

| Distance | $n=100$ | $n=800$ | Bound (13) |
|---:|---:|---:|---:|
| 20 | $1.0\times10^{-4}$ | $1.0\times10^{-4}$ | $1.0\times10^{-1}$ |
| 40 | $3.1\times10^{-8}$ | $4.1\times10^{-8}$ | $3.8\times10^{-4}$ |
| 60 | $1.1\times10^{-11}$ | $1.4\times10^{-11}$ | $1.4\times10^{-6}$ |

The entries change little with length, while the bound is loose by three to five orders of magnitude. Part of the slack lies in the estimate (7) itself: for this $f$ the degree-40 Chebyshev series has an actual maximum error of $1.7\times10^{-6}$ on the interval, whereas (7) with $M=1/\sin\theta$ gives $2.8\times10^{-4}$. At distances 20 to 60, where the best $\theta$ rises from about $0.87\pi$ to about $0.95\pi$, optimizing $\theta$ separately at each distance helps little: at distance 60 the bound falls from $1.4\times10^{-6}$ to $1.1\times10^{-6}$, with $\theta=0.948\pi$. At short distances (13) says nothing new. The eigenvalues of $f(H)$ lie between 0 and 1, so its entries never exceed 1, and with $\theta=0.9\pi$ the bound $K\chi^{-d}$ drops below 1 only for $d>\ln K/\ln\chi\approx11.8$.

## From entries to a controlled truncation

Let $f$ be real on the real axis, and let $R$ be the part of $f(H)$ with $d(i,j)>m$. Then $R$ is Hermitian with zero diagonal, and (10) applied to $R$ bounds its norm by its largest row sum. A chain has at most two sites at each distance from a given site, so

$$\|R\|\le2K\sum_{d=m+1}^{\infty}\chi^{-d}=\frac{2K\chi^{-m}}{\chi-1}. \tag{15}$$

For an absolute norm error of at most $10^{-3}$ in the example,

$$m\ge\frac{\ln[2K/(10^{-3}(\chi-1))]}{\ln\chi}\approx43.05, \tag{16}$$

so $m=44$ suffices for every length. For 800 sites this keeps about 11% of the entries. Truncating the diagonalized result shows that $m=16$ is enough for this sample at $n=200$, 400 and 800. The guaranteed cutoff is safe but not economical. It also grows quickly on cooling: for $t=1$ eV at 300 K, with the same $h=2.5t$ and $\theta=0.9\pi$, (11) gives a decay length of about 34 bonds and (16) gives $m=566$.

On a general graph the row sum contains the number of sites at distance $d$. If that number grows as fast as $\chi^d$, the sum of the bounds diverges as the graph grows, and this argument fails. Equation (8) avoids the difficulty: $p_m(X)$ is itself a sparse approximation, with no entries beyond distance $m$, and its norm error requires no count of sites. If each site has a bounded number of neighbours, the number of entries per row of $p_m(X)$ is bounded independently of $n$. The recurrence $T_{k+1}=2XT_k-T_{k-1}$ then builds it with sparse products at a cost proportional to $n$ for fixed $m$. The constant can be large: on a $D$-dimensional lattice the number of entries per row grows as $m^D$, and the degree guaranteed by (8) for the Fermi function grows roughly as $1/T$, so sparsity sets in only for systems wider than about $m$ bonds.

## The exponent cannot be improved in general

Consider an infinite chain with hopping $-t$, zero site energies and $\mu=0$. Its energies are $-2t\cos q$, so $h=2t$ and

$$f(H)_{j,j+d}=\int_{-\pi}^{\pi}\frac{dq}{2\pi}f(-2t\cos q)e^{iqd}
=(-1)^da_d. \tag{17}$$

The last step shifts $q$ by $\pi$ and uses $F(\cos q)=\sum_ka_ke^{ikq}$. Matrix entries and Laurent coefficients thus have equal moduli.

The poles of $f$ nearest the real axis are $E_0=\pm i\pi k_BT$. There $e^{E/k_BT}\approx-1-(E-E_0)/k_BT$, so $f\approx-k_BT/(E-E_0)$. Put $y=\pi k_BT/h$ and $\chi_p=e^{\operatorname{arsinh}y}$. Outside the unit circle the poles lie at $w_0=\pm i\chi_p$, since $(w_0+w_0^{-1})/2=\pm iy$. From $dx/dw=(1-w^{-2})/2$,

$$g\approx\frac{\rho}{w-w_0},\qquad
\rho=-\frac{2k_BT}{h(1+\chi_p^{-2})}. \tag{18}$$

For $|w|<\chi_p$, $\rho/(w-w_0)=-\rho\sum_{k\ge0}w^kw_0^{-k-1}$. Each pole contributes $-\rho w_0^{-d-1}$ to $a_d$. For odd $d$ the two contributions are equal, because $(\pm i)^{-(d+1)}=(-1)^{(d+1)/2}$ for both signs. Using $\chi_p+\chi_p^{-1}=2\sqrt{1+y^2}$,

$$|a_d|\simeq2|\rho|\chi_p^{-d-1}
=\frac{4k_BT}{h}\frac{\chi_p^{-d}}{\chi_p+\chi_p^{-1}}
=\frac{2k_BT}{h\sqrt{1+y^2}}\chi_p^{-d}. \tag{19}$$

The next poles, at $\pm3i\pi k_BT$, lie at the larger radius $e^{\operatorname{arsinh}3y}$, so their contribution is exponentially smaller at large $d$. Bound (13) reaches any rate below $\ln\chi_p$ as $\theta\to\pi$. By (19), no larger rate can hold for all Hermitian matrices with spectrum in $[-h,h]$ at $\mu=0$. For $\mu\ne0$ the poles $\mu\pm i\pi k_BT$ lie on a larger ellipse, and the rate in (13) is not sharp: at $\mu=t$ and $k_BT=0.25t$ the clean chain decays at about 0.43 per bond, against $\ln\chi_p=0.383$.

For $k_BT=0.25t$, $y=0.3927$ and $\chi_p=1.467$. Diagonalizing a clean ring of 402 sites gives $|f(H)_{j,j+11}|=3.438\times10^{-3}$, while (19) gives $3.435\times10^{-3}$. At distance 31 both give $1.611\times10^{-6}$.

## Where the assumptions fail

At $T=0$ the Fermi function becomes a step. If the spectrum fills an interval around $\mu$, no ellipse of analyticity exists. For the half-filled clean chain the occupied states have $|q|<\pi/2$, and

$$f(H)_{j,j+d}=\int_{-\pi/2}^{\pi/2}\frac{dq}{2\pi}e^{iqd}
=\frac{\sin(\pi d/2)}{\pi d}. \tag{20}$$

For odd $d$ its modulus is $1/(\pi d)$, which is the slow decay mentioned at the start. If instead the spectrum has a gap around $\mu$, the step may be replaced by a smooth function inside the gap without changing $f(H)$. Formula (13) makes no use of this freedom, so its failure as $T\to0$ does not imply slow decay in an insulator.

An interval that grows along the family but stays bounded does no harm, since one larger interval then holds every spectrum. If it grows without bound, (11) gives $\chi\to1$ and $K\to\infty$ for the Fermi function at fixed temperature, and the bound (13) is no longer uniform. Whether the entries themselves decay more slowly depends on what widens the spectrum; in the clean chain a larger hopping does slow the decay, since by (19) the rate is $\operatorname{arsinh}(\pi k_BT/h)$ and $h$ is twice the hopping. Raise the hopping of the clean ring to $10t$ while keeping $k_BT=0.25t$. The entry at distance 41 is then $5.2\times10^{-3}$, whereas the constants found for $h=2.5t$ would allow at most $2.8\times10^{-4}$. The graph is still a ring, but its spectrum now extends to $\pm20t$, so $\chi$ and $K$ must be computed anew.
